**Semilocal operator: Hermiticity, rotational invariance and the absence of a common multiplier**

The program studies the operator V = Σ_l V_l(r) Π_l, where r is the distance from the nucleus, V_l the radial potential for angular momentum l, and Π_l the projector on that angular momentum. It asserts that the angular kernel has its Legendre form and the projector algebra for l = 0 to 3, and that a smeared radial delta function converges to the sharp result. Hermiticity is tested with complex functions and different inner and outer angular grids; a complex V_1 breaks it by the predicted amount. Rotational invariance is tested for one rotation at one point, and it fails when only m = 0 is kept. At r = 1 bohr the ratio (Vψ)/ψ is −2.267, −3.003 and −3.371 hartree for s, p and d functions, so no single multiplier exists. The matrix element between two displaced Gaussians is −1.7301 hartree, and its local, s and p parts from the kernel agree with independent closed or one-dimensional integral forms.

## Program and output

```python
"""
Result under test: the semilocal operator with kernel
    V(r,r') = sum_l V_l(r) delta(r-r')/r^2 sum_m Y_lm(n) conj(Y_lm(n'))
is Hermitian for real V_l, commutes with rotations about the nucleus, and
is multiplicative only if all V_l are the same function.
Symbols: r = radius, n = unit direction, V_l = V_loc + DV_l for l = 0, 1 and
V_l = V_loc for l > 1; P_l = projector on angular momentum l.
Hartree atomic units: lengths in bohr, energies in hartree.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erf, eval_legendre, lpmv, spherical_in
from scipy.spatial.transform import Rotation

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
CHARGE, SHIFT_S, SHIFT_P, ALPHA = 4.0, 3.0, 1.0, 0.5


def v_loc(r):
    return -CHARGE * erf(r) / r


def no_local(r):
    return 0.0 * r


SHIFTS = {0: lambda r: SHIFT_S * np.exp(-r**2),
          1: lambda r: SHIFT_P * np.exp(-r**2)}


def sphere_grid(n_polar, n_azimuth, offset):
    u, wu = np.polynomial.legendre.leggauss(n_polar)
    phi = offset + 2 * np.pi * np.arange(n_azimuth) / n_azimuth
    uu, pp = np.meshgrid(u, phi, indexing="ij")
    s = np.sqrt(1 - uu**2)
    dirs = np.stack([s * np.cos(pp), s * np.sin(pp), uu], axis=-1)
    weights = np.repeat(wu * 2 * np.pi / n_azimuth, n_azimuth)
    return dirs.reshape(-1, 3), weights


# Different grids for the integral inside V and for the outer scalar product,
# so that the discrete operator is not symmetric by construction.
INNER_DIRS, INNER_W = sphere_grid(32, 60, 0.1)
OUTER_DIRS, OUTER_W = sphere_grid(27, 50, 0.0)
x_gl, w_gl = np.polynomial.legendre.leggauss(80)
RADII, RADIAL_W = 5.0 * (x_gl + 1), 5.0 * w_gl


def sph_harm_lm(l, m, dirs):
    k = abs(m)
    norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                     * math.factorial(l - k) / math.factorial(l + k))
    phi = np.arctan2(dirs[:, 1], dirs[:, 0])
    y = norm * lpmv(k, l, np.clip(dirs[:, 2], -1, 1)) * np.exp(1j * k * phi)
    return (-1)**k * np.conj(y) if m < 0 else y


def angular_kernel(l, dirs_a, dirs_b, only_m0=False):
    m_values = [0] if only_m0 else range(-l, l + 1)
    return sum(np.outer(sph_harm_lm(l, m, dirs_a),
                        np.conj(sph_harm_lm(l, m, dirs_b))) for m in m_values)


def project(l, psi, radii, out_dirs, only_m0=False):
    values = psi(radii[:, None, None] * INNER_DIRS[None, :, :])
    kernel = angular_kernel(l, out_dirs, INNER_DIRS, only_m0)
    return (values * INNER_W) @ kernel.T


def apply_v(psi, radii, out_dirs, shifts=SHIFTS, local=v_loc, only_m0=False):
    points = radii[:, None, None] * out_dirs[None, :, :]
    result = local(radii)[:, None] * psi(points) + 0j
    for l, shift in shifts.items():
        result += shift(radii)[:, None] * project(l, psi, radii, out_dirs,
                                                  only_m0)
    return result


def element(bra, ket, shifts=SHIFTS, local=v_loc):
    points = RADII[:, None, None] * OUTER_DIRS[None, :, :]
    integrand = np.conj(bra(points)) * apply_v(ket, RADII, OUTER_DIRS,
                                               shifts, local)
    return (RADIAL_W * RADII**2) @ integrand @ OUTER_W


def gaussian(center):
    norm = (2 * ALPHA / np.pi)**0.75
    return lambda x: norm * np.exp(-ALPHA * np.sum((x - center)**2, axis=-1))


def envelope(x):
    return np.exp(-0.5 * np.sum(x**2, axis=-1))


center_a, center_b = np.array([0.0, 0.0, 1.0]), np.array([0.9, 0.0, 1.2])
g_a, g_b = gaussian(center_a), gaussian(center_b)


def moving(x):
    return g_a(x) * np.exp(0.7j * x[..., 0])


# --- Radial delta function with its factor 1/r^2, as a narrow Gaussian ---
t, wt = np.polynomial.legendre.leggauss(500)
rr, wr = 4.0 * (t + 1), 4.0 * wt
radial_f = rr * np.exp(-rr**2 / 2)
sharp = np.sum(wr * rr**2 * radial_f**2 * SHIFTS[1](rr))


def smeared(width):
    delta = np.exp(-(rr[:, None] - rr[None, :])**2 / (2 * width**2))
    delta /= width * math.sqrt(2 * math.pi)
    kernel = SHIFTS[1](rr)[:, None] * delta / rr[:, None]**2
    weight = wr * rr**2 * radial_f
    return weight @ kernel @ weight


smear_wide, smear_narrow = smeared(0.08), smeared(0.04)
smear_ratio = (smear_wide - sharp) / (smear_narrow - sharp)
assert abs(smear_ratio - 4) < 0.15  # error is quadratic in the width
assert abs((4 * smear_narrow - smear_wide) / 3 - sharp) < 1e-4

# --- Angular kernel: Legendre form and projector algebra ---
addition_error = projector_error = 0.0
some_dirs = OUTER_DIRS[::97]
for l in range(4):
    direct = angular_kernel(l, some_dirs, some_dirs)
    cosines = np.clip(some_dirs @ some_dirs.T, -1, 1)
    legendre = (2 * l + 1) / (4 * np.pi) * eval_legendre(l, cosines)
    addition_error = max(addition_error, np.max(abs(direct - legendre)))
    for k in range(4):
        product = (angular_kernel(l, some_dirs, INNER_DIRS) * INNER_W) \
            @ angular_kernel(k, INNER_DIRS, some_dirs)
        target = direct if k == l else 0 * direct
        projector_error = max(projector_error, np.max(abs(product - target)))
assert addition_error < 1e-11 and projector_error < 1e-11

# --- Hermiticity, and its loss for a complex channel potential ---
forward, backward = element(g_b, moving), element(moving, g_b)
hermitian_error = abs(forward - np.conj(backward))
assert abs(forward.imag) > 1e-3 and hermitian_error < 1e-9
absorbing = {0: SHIFTS[0], 1: lambda r: (1 - 0.5j) * SHIFTS[1](r)}
complex_gap = (element(g_b, moving, absorbing)
               - np.conj(element(moving, g_b, absorbing)))
imaginary_part = {1: lambda r: -0.5 * SHIFTS[1](r)}
predicted_gap = 2j * element(g_b, moving, imaginary_part, no_local)
assert abs(complex_gap) > 1e-3 and abs(complex_gap - predicted_gap) < 1e-9

# --- Rotations: unitary mixing inside one l, and invariance of V ---
turn = Rotation.from_euler("zyz", [0.4, 1.1, -0.7]).as_matrix()
mixing = np.array([[np.sum(INNER_W * np.conj(sph_harm_lm(2, mp, INNER_DIRS))
                           * sph_harm_lm(2, m, INNER_DIRS @ turn))
                    for m in range(-2, 3)] for mp in range(-2, 3)])
unitary_error = np.max(abs(mixing.conj().T @ mixing - np.eye(5)))
assert unitary_error < 1e-11
r_one = np.array([1.0])
n_test = np.array([[2.0, 1.0, 2.0]]) / 3


def rotated(x):
    return moving(x @ turn)


def rotation_gap(only_m0):
    turned_first = apply_v(rotated, r_one, n_test, only_m0=only_m0)
    turned_last = apply_v(moving, r_one, n_test @ turn, only_m0=only_m0)
    return abs(turned_first - turned_last)[0, 0]


gap_all_m, gap_m0 = rotation_gap(False), rotation_gap(True)
assert gap_all_m < 1e-10 and gap_m0 > 1e-3

# --- No common multiplier ---
trial = {"s": envelope,
         "p": lambda x: x[..., 2] * envelope(x),
         "d": lambda x: (3 * x[..., 2]**2 - np.sum(x**2, axis=-1))
         * envelope(x),
         "displaced": g_b}
ratio = {name: (apply_v(f, r_one, n_test)[0, 0] / f(n_test)[0]).real
         for name, f in trial.items()}
v_local_one = v_loc(1.0)
v_s_one, v_p_one = v_local_one + SHIFTS[0](1.0), v_local_one + SHIFTS[1](1.0)
assert abs(ratio["s"] - v_s_one) < 1e-10
assert abs(ratio["p"] - v_p_one) < 1e-10
assert abs(ratio["d"] - v_local_one) < 1e-10
assert min(abs(ratio["displaced"] - v)
           for v in (v_s_one, v_p_one, v_local_one)) > 1e-3
z_test = n_test[0, 2]
commutator = (apply_v(trial["p"], r_one, n_test)
              - z_test * apply_v(envelope, r_one, n_test))[0, 0].real
commutator_formula = (v_p_one - v_s_one) * z_test * envelope(n_test)[0]
assert abs(commutator - commutator_formula) < 1e-10


def with_node(x):
    return (1 + x[..., 2]) * envelope(x)


south = np.array([[0.0, 0.0, -1.0]])
node_value = with_node(south)[0]
node_result = apply_v(with_node, r_one, south)[0, 0].real
node_formula = (v_s_one - v_p_one) * math.exp(-0.5)
assert abs(node_value) < 1e-14 and abs(node_result - node_formula) < 1e-10

# --- Equal potentials in every channel: the projectors sum to one ---
partial_fraction, running = {}, 0.0
for l in range(13):
    running += project(l, g_b, r_one, n_test)[0, 0].real
    partial_fraction[l] = running / g_b(n_test)[0]
assert abs(partial_fraction[12] - 1) < 1e-8
assert abs(partial_fraction[1] - 1) > 1e-3

# --- Matrix element of displaced Gaussians: kernel against closed forms ---
dist_a, dist_b = np.linalg.norm(center_a), np.linalg.norm(center_b)
cos_ab = center_a @ center_b / (dist_a * dist_b)
overlap = math.exp(-ALPHA * np.sum((center_a - center_b)**2) / 2)
midpoint = np.linalg.norm(center_a + center_b) / 2
local_formula = -CHARGE * overlap * erf(midpoint / math.sqrt(2)) / midpoint
local_kernel = element(g_a, g_b, {}).real
assert abs(local_kernel - local_formula) < 1e-9


def channel_formula(l):
    def integrand(r):
        return (r**2 * SHIFTS[l](r) * spherical_in(l, 2 * ALPHA * r * dist_a)
                * spherical_in(l, 2 * ALPHA * r * dist_b)
                * math.exp(-ALPHA * (2 * r**2 + dist_a**2 + dist_b**2)))
    radial = quad(integrand, 0, 10, epsabs=1e-12, epsrel=1e-11)[0]
    return ((2 * ALPHA / np.pi)**1.5 * 4 * np.pi * (2 * l + 1)
            * eval_legendre(l, cos_ab) * radial)


part_kernel = {l: element(g_a, g_b, {l: SHIFTS[l]}, no_local).real
               for l in SHIFTS}
part_formula = {l: channel_formula(l) for l in SHIFTS}
for l in SHIFTS:
    assert abs(part_kernel[l] - part_formula[l]) < 1e-9
total = element(g_a, g_b).real
assert abs(total - local_formula - sum(part_formula.values())) < 1e-9
multiplicative_s = element(g_a, g_b, {},
                           lambda r: v_loc(r) + SHIFTS[0](r)).real
assert abs(multiplicative_s - total) > 1e-3

print("MODEL (Hartree atomic units)")
print(f"charge Z in V_loc = -Z erf(r)/r: {CHARGE:.1f}")
print(f"DV_0, DV_1 prefactors of exp(-r^2): {SHIFT_S:.1f}, {SHIFT_P:.1f} hartree")
print(f"Gaussian exponent alpha: {ALPHA:.2f} bohr^-2")
print("RADIAL DELTA, l=1 radial integral with f = r exp(-r^2/2)")
print(f"sharp delta: {sharp:.6f} (unnormalized f)")
print(f"delta smeared by 0.08 bohr: {smear_wide:.6f}")
print(f"delta smeared by 0.04 bohr: {smear_narrow:.6f}")
print(f"ratio of the two errors: {smear_ratio:.3f}")
print("ANGULAR KERNEL, l = 0 to 3")
print(f"largest deviation from Legendre form: {addition_error:.1e}")
print(f"largest deviation from projector algebra: {projector_error:.1e}")
print("HERMITICITY, chi = g_b, psi = exp(0.7 i x) g_a")
print(f"<chi|V psi>: {forward.real:.6f} {forward.imag:+.6f} i hartree")
print(f"<psi|V chi>: {backward.real:.6f} {backward.imag:+.6f} i hartree")
print(f"|<chi|V psi> - conj<psi|V chi>|: {hermitian_error:.1e} hartree")
print(f"same with DV_1 times (1-0.5i): {abs(complex_gap):.6f} hartree")
print("ROTATION, psi = exp(0.7 i x) g_a, at r = 1 bohr, n = (2,1,2)/3")
print(f"deviation of l=2 mixing matrix from unitary: {unitary_error:.1e}")
print(f"|V R psi - R V psi|, all m: {gap_all_m:.1e} hartree bohr^-3/2")
print(f"|V R psi - R V psi|, m=0 only: {gap_m0:.6f} hartree bohr^-3/2")
print("MULTIPLIER TEST at r = 1 bohr, n = (2,1,2)/3")
print(f"V_0(1), V_1(1), V_loc(1): {v_s_one:.6f}, {v_p_one:.6f}, "
      f"{v_local_one:.6f} hartree")
for name, value in ratio.items():
    print(f"(V psi)/psi for {name} function: {value:.6f} hartree")
print(f"[V,z] exp(-r^2/2), from kernel: {commutator:.6f} hartree bohr")
print(f"(V_1-V_0) z exp(-r^2/2): {commutator_formula:.6f} hartree bohr")
print("NODE TEST, psi = (1+z) exp(-r^2/2) at (0,0,-1) bohr")
print(f"psi: {node_value:.6f}; V psi: {node_result:.6f} hartree (unnormalized)")
print("COMPLETENESS, sum of P_l g_b divided by g_b at r = 1 bohr")
for l in (0, 1, 3, 12):
    print(f"l up to {l}: {partial_fraction[l]:.8f}")
print("MATRIX ELEMENT <g_a|V|g_b>")
print(f"center a: {center_a} bohr; center b: {center_b} bohr")
print(f"distances a, b: {dist_a:.3f}, {dist_b:.3f} bohr; cosine: {cos_ab:.3f}")
print(f"overlap: {overlap:.6f}; midpoint distance: {midpoint:.6f} bohr")
print(f"local part, kernel: {local_kernel:.6f}; "
      f"closed form: {local_formula:.6f} hartree")
for l, name in ((0, "s"), (1, "p")):
    print(f"{name} part, kernel: {part_kernel[l]:.6f}; "
          f"Bessel form: {part_formula[l]:.6f} hartree")
print(f"total: {total:.6f} hartree = {total * HARTREE_EV:.4f} eV")
print(f"with multiplicative V_0(r) instead: {multiplicative_s:.6f} hartree")
print("finished without a failed check")
```

It prints:

```
MODEL (Hartree atomic units)
charge Z in V_loc = -Z erf(r)/r: 4.0
DV_0, DV_1 prefactors of exp(-r^2): 3.0, 1.0 hartree
Gaussian exponent alpha: 0.50 bohr^-2
RADIAL DELTA, l=1 radial integral with f = r exp(-r^2/2)
sharp delta: 0.117498 (unnormalized f)
delta smeared by 0.08 bohr: 0.118330
delta smeared by 0.04 bohr: 0.117709
ratio of the two errors: 3.949
ANGULAR KERNEL, l = 0 to 3
largest deviation from Legendre form: 5.6e-16
largest deviation from projector algebra: 1.9e-15
HERMITICITY, chi = g_b, psi = exp(0.7 i x) g_a
<chi|V psi>: -1.475981 -0.485557 i hartree
<psi|V chi>: -1.475981 +0.485557 i hartree
|<chi|V psi> - conj<psi|V chi>|: 2.3e-16 hartree
same with DV_1 times (1-0.5i): 0.033547 hartree
ROTATION, psi = exp(0.7 i x) g_a, at r = 1 bohr, n = (2,1,2)/3
deviation of l=2 mixing matrix from unitary: 2.2e-15
|V R psi - R V psi|, all m: 1.3e-16 hartree bohr^-3/2
|V R psi - R V psi|, m=0 only: 0.028035 hartree bohr^-3/2
MULTIPLIER TEST at r = 1 bohr, n = (2,1,2)/3
V_0(1), V_1(1), V_loc(1): -2.267165, -3.002924, -3.370803 hartree
(V psi)/psi for s function: -2.267165 hartree
(V psi)/psi for p function: -3.002924 hartree
(V psi)/psi for d function: -3.370803 hartree
(V psi)/psi for displaced function: -2.826500 hartree
[V,z] exp(-r^2/2), from kernel: -0.297507 hartree bohr
(V_1-V_0) z exp(-r^2/2): -0.297507 hartree bohr
NODE TEST, psi = (1+z) exp(-r^2/2) at (0,0,-1) bohr
psi: 0.000000; V psi: 0.446260 hartree (unnormalized)
COMPLETENESS, sum of P_l g_b divided by g_b at r = 1 bohr
l up to 0: 0.35004923
l up to 1: 0.77947186
l up to 3: 0.99390824
l up to 12: 1.00000000
MATRIX ELEMENT <g_a|V|g_b>
center a: [0. 0. 1.] bohr; center b: [0.9 0.  1.2] bohr
distances a, b: 1.000, 1.500 bohr; cosine: 0.800
overlap: 0.808560; midpoint distance: 1.188486 bohr
local part, kernel: -2.082778; closed form: -2.082778 hartree
s part, kernel: 0.320931; Bessel form: 0.320931 hartree
p part, kernel: 0.031796; Bessel form: 0.031796 hartree
total: -1.730051 hartree = -47.0771 eV
with multiplicative V_0(r) instead: -1.659556 hartree
finished without a failed check
```
